# How deep a rounded conical probe tip enters a narrow trench

**Question**

I am trying to work out how far an atomic force microscope tip can reach into a trench. The tip is a cone with a half-angle of 15°, ending in a spherical apex of 5 nm that is tangent to the cone. The trench is 50 nm wide and has vertical walls.

If I ignore the sphere, the cone has to be 25 nm in radius where it meets the top of the trench, so the depth is $25\ \text{nm}/\tan 15^\circ$, about 93 nm. I don't know how to correct this for the rounded end. Do I subtract 5 nm? Or do I cut the cone where its radius is 5 nm and put a hemisphere there? And if the trench is deeper than the tip can reach, what does the microscope show?

**Answer**

Your sharp-cone calculation is a good start. The correction is neither of the two you suggest, because the word "tangent" fixes where the sphere and the cone join.

I take 5 nm to be the radius $R$ of the sphere, and 15° to be the angle $\alpha$ between the axis and the flank. The trench has width $w=50$ nm, is long, and has sharp upper edges. The tip is rigid, its axis is vertical, and it comes down on the mid-line. Suppose for now that the trench is deep enough for the floor not to matter.

**What stops the tip**

Let $r(z)$ be the radius of the tip at height $z$ above its lowest point. It grows with $z$. When the apex is at depth $d$ below the top surface, the widest part of the tip inside the trench is therefore the part level with the top surface, where the radius is $r(d)$. That horizontal section is a circle, and it fits between two parallel edges a distance $w$ apart as long as $r(d)\le w/2$. Everything lower is narrower and clears the vertical walls. The tip stops when

$$r(d)=\frac{w}{2}.$$

So we need the shape of the tip.

**Where the sphere joins the cone**

The centre of the sphere is at height $R$, so its lower surface is

$$z=R-\sqrt{R^2-r^2},\qquad \frac{dz}{dr}=\frac{r}{\sqrt{R^2-r^2}}.$$

On the flank, the radius grows by $\tan\alpha$ for each unit of height, so $dz/dr=1/\tan\alpha$. Tangency means that the slopes agree at the joining radius $r_j$:

$$\frac{r_j}{\sqrt{R^2-r_j^2}}=\frac{\cos\alpha}{\sin\alpha}.$$

Both sides are positive, so squaring loses nothing. Cross-multiplying gives $r_j^2\sin^2\alpha=(R^2-r_j^2)\cos^2\alpha$. Collecting the terms in $r_j^2$ and using $\sin^2\alpha+\cos^2\alpha=1$ gives

$$r_j=R\cos\alpha,\qquad z_j=R-\sqrt{R^2-R^2\cos^2\alpha}=R(1-\sin\alpha).$$

For your tip, $r_j=5\times0.965926=4.830$ nm and $z_j=5\times(1-0.258819)=3.706$ nm. The sphere ends before its equator. This is why a full hemisphere is wrong: its surface is vertical at the rim, while the flank leans by 15°, so the two would meet at a kink.

**The depth**

Above the join, the height increases by $(r-r_j)/\tan\alpha$. Setting $r=w/2$ gives

$$d=R(1-\sin\alpha)+\frac{w/2-R\cos\alpha}{\tan\alpha}.$$

With your numbers,

$$d=3.706+\frac{25-4.830}{0.267949}=3.706+75.277=78.983\ \text{nm}.$$

The apex enters **about 79 nm**.

To compare this with your sharp cone, collect the terms in $R$:

$$-R\sin\alpha-\frac{R\cos^2\alpha}{\sin\alpha}=-\frac{R(\sin^2\alpha+\cos^2\alpha)}{\sin\alpha}=-\frac{R}{\sin\alpha}.$$

Hence

$$\boxed{d=\frac{w}{2\tan\alpha}-R\left(\frac1{\sin\alpha}-1\right)}$$

The first term is your 93.301 nm. The second is 14.319 nm, and their difference is 78.98 nm. Your two suggestions miss by very different amounts. Subtracting 5 nm gives 88.30 nm, which is 9.3 nm too deep. The hemisphere gives $5+20/\tan15^\circ=79.64$ nm, only 0.66 nm too deep: wrong in shape, but close in number for so slender a cone.

The second term has a simple geometrical meaning. Extend the flanks downward until they meet at a virtual vertex. The radius drawn from the sphere's centre to the joining circle is perpendicular to the flank, so the centre, the joining point and the vertex form a right-angled triangle. Its angle at the vertex is $\alpha$ and the side opposite is $R$, so the centre is $R/\sin\alpha$ above the vertex. The real apex is $R$ below the centre, and hence $R/\sin\alpha-R$ above the vertex. That is the length of sharp point that the real tip lacks. It is nearly three times $R$ because the cone is slender.

The result can also be found without the profile formula. Build the tip as a union of balls centred on the axis, the ball at distance $s$ above the centre of the apex sphere having radius $R+s\sin\alpha$. All these balls touch the same cone. Lowering them numerically until one meets an edge gives 78.983 nm as well.

**When the formula applies**

The flank must reach the edges before the sphere does, which requires $w/2\ge r_j$, or $w\ge2R\cos\alpha=9.659$ nm. Your trench satisfies this easily. In a narrower one the sphere itself stops on the edges, and its own profile gives

$$d=R-\sqrt{R^2-\frac{w^2}{4}}\qquad(w<2R\cos\alpha).$$

At the changeover both expressions give $d=z_j=3.706$ nm, so there is no jump.

Two limits of the boxed formula are useful. For $R\to0$ the sharp cone returns. For a very slender cone, with $\alpha$ in radians, $\sin\alpha\approx\tan\alpha\approx\alpha$ and

$$d\approx\frac{w/2-R}{\alpha}+R.$$

A slender tip thus reaches very deep if its apex is narrower than the trench, $2R<w$. If it is wider, a sufficiently slender tip stops on its sphere. The previous formula then applies, and making the tip still more slender does not help.

It also matters that 5 nm is a radius. If it were the diameter, the loss would be halved to 7.16 nm and the entry would be about 86 nm.

**What the microscope shows**

Suppose the recorded height is that of the apex when the tip just touches the sample. With the axis displaced by $x$ from the mid-line, the nearer edge is at distance $w/2-|x|$, and this replaces $w/2$ in the stopping condition. While the flank makes the contact,

$$d(x)=d(0)-\frac{|x|}{\tan\alpha}.$$

The image is therefore a V whose sides lean 15° from the vertical, although the real walls are upright. They show the flank of the tip. Within 4.830 nm of each edge the sphere makes the contact instead, and the top of the V is rounded.

A simulated three-dimensional scan of a trench 150 nm deep, with the tip described above, has its lowest point at −78.98 nm. The same would hold for any greater depth, since the floor is never touched. From such an image you may conclude that the trench is at least about 79 nm deep, but not how deep it is.

If the trench depth $H$ is less than $d$, the apex reaches the floor and the depth can be read correctly. Take $H=60$ nm. With the apex on the floor, the tip radius at the level of the top surface is

$$r(H)=r_j+(H-z_j)\tan\alpha=4.830+(60-3.706)\times0.267949=19.914\ \text{nm}.$$

The apex can touch the floor at those positions where $r(H)\le w/2-|x|$. These cover a strip of width

$$w-2r(H)=50-2\times19.914=10.17\ \text{nm}.$$

The simulated scan gives 10.18 nm with positions 0.025 nm apart. The depth is right, but the floor appears about 10 nm wide instead of 50 nm.

**How sensitive is the 79 nm?**

Differentiate the boxed formula, using $d(1/\tan\alpha)/d\alpha=-1/\sin^2\alpha$ and $d(1/\sin\alpha)/d\alpha=-\cos\alpha/\sin^2\alpha$:

$$\frac{\partial d}{\partial R}=-\left(\frac1{\sin\alpha}-1\right),\qquad
\frac{\partial d}{\partial\alpha}=-\frac{w/2-R\cos\alpha}{\sin^2\alpha}.$$

The first is −2.864 nm per nm of apex radius, with the angle held fixed. The second is −5.255 nm per degree, with the radius held fixed. The full formula gives 84.60 nm at 14° and 74.05 nm at 16°. If the apex wears to a radius of 10 nm and stays tangent to the same cone, the entry falls to 64.66 nm. Being 1 nm off centre costs $1/\tan15^\circ=3.73$ nm.

**Tilt of the tip**

Let the axis be tilted by an angle $\varphi$ from the vertical, and let the sideways position be chosen for the deepest entry. Because the edges are long straight lines, it is enough to look along the trench at the outline of the tip.

If the tilt is across the trench, the outline is the same wedge and circle turned by $\varphi$. The flanks now make angles $\alpha+\varphi$ and $\alpha-\varphi$ with the vertical. For $\varphi<\alpha$ both still open outward. If the virtual vertex is at depth $D$, the wedge fills the opening when

$$D\,[\tan(\alpha+\varphi)+\tan(\alpha-\varphi)]=w.$$

The sphere's centre is $R/\sin\alpha$ from the vertex along the tilted axis, so it is $R\cos\varphi/\sin\alpha$ higher. The lowest point of the tip is $R$ below the centre. Therefore

$$d_{\text{across}}=\frac{w}{\tan(\alpha+\varphi)+\tan(\alpha-\varphi)}-R\left(\frac{\cos\varphi}{\sin\alpha}-1\right).$$

For $\varphi=10^\circ$ this is 76.26 nm.

If the tilt is along the trench, the outline stays symmetrical but becomes wider. Let its half-angle be $\beta$. Take $x$ across the trench, $y$ along it and $z$ upward. A plane that contains the $y$ direction and touches the flank has the outward normal $\mathbf n=(\cos\beta,0,-\sin\beta)$. The axis is $\mathbf a=(0,\sin\varphi,\cos\varphi)$. The outward normal of a cone that opens along $\mathbf a$ satisfies $\mathbf n\cdot\mathbf a=-\sin\alpha$, so

$$\sin\beta=\frac{\sin\alpha}{\cos\varphi}.$$

The sphere still appears as a circle of radius $R$ touching both sides, so the boxed formula holds with $\beta$ in place of $\alpha$. For 10° it gives 77.76 nm.

**Rounded trench edges**

Let each upper edge be a quarter-circle of radius $\rho$, with $w$ still the distance between the vertical walls. With $x$ measured from the mid-line and $z$ from the top surface, the right-hand arc has its centre at $(w/2+\rho,\,-\rho)$. The flank through a virtual vertex at depth $D$ is the line $x\cos\alpha-(z+D)\sin\alpha=0$, and the left side of this equation is the distance of a point from that line. At contact the arc's centre is at distance $\rho$:

$$\left(\frac w2+\rho\right)\cos\alpha-(D-\rho)\sin\alpha=\rho.$$

Solving for $D$,

$$D=\frac{w}{2\tan\alpha}+\rho\left(1-\frac{1-\cos\alpha}{\sin\alpha}\right)
=\frac{w}{2\tan\alpha}+\rho\left(1-\tan\frac\alpha2\right).$$

The missing length at the apex is unchanged, so the last term is the gain in entry. It is 4.34 nm for $\rho=5$ nm. The tip goes deeper because rounding removes the material that would have stopped it.

**Is the tip rigid enough?**

Take a downward load $F=5$ nN and neglect friction. Each edge pushes at right angles to the flank with a force $N$, whose upward component is $N\sin\alpha$. Balance requires $2N\sin\alpha=F$, so $N=9.66$ nN.

For an estimate, let two curved bodies approach by $\delta$. The contact has a size $a\sim\sqrt{R_e\delta}$, where $R_e$ is a typical radius of curvature. The strain is of order $\delta/a$, and the pressure of order $E^*\delta/a$, where $E^*$ is the effective elastic modulus. Multiplying by the area $a^2$ gives $N\sim E^*\delta a\sim E^*\sqrt{R_e}\,\delta^{3/2}$, so

$$\delta\sim\left(\frac{N}{E^*\sqrt{R_e}}\right)^{2/3}.$$

The cone's radius of curvature at the contact is close to $w/(2\cos\alpha)=25.88$ nm, its value for a sharp edge, and I take an edge rounded to 5 nm. I use their geometric mean, $R_e=11.38$ nm. With $E^*=80$ GPa, which is 80 nN/nm², $\delta$ is about 0.11 nm. The Hertz solution for an elliptical contact gives 0.086 nm, so the estimate has the right size. To close a gap $\delta$ measured at right angles to the flank, the tip must sink by $\delta/\sin\alpha$, or about 0.4 nm. For this hard wall and light load, that is less than any of the corrections found above. The conclusion does not carry over to soft samples or heavy loads, because $\delta\propto(N/E^*)^{2/3}$. The Hertz sinking of 0.33 nm becomes about 2.5 nm for $E^*=4$ GPa, as in a polymer resist, and about 1.6 nm for a load of 50 nN on the hard wall. An approach of 0.1 nm is also smaller than an atomic spacing, so these continuum figures give only an order of magnitude. Bending of the tip and its cantilever, and attraction between tip and walls, are not included.

**What this means for a real tip**

The tilt, edge radius, load and modulus used above are assumed values, chosen to show the size of each effect. A real tip may also be a pyramid or an irregular cone. What counts is then its outline seen along the trench, whose two sides may lean at different angles. Of the changes computed here, wear of the apex has the largest effect: going from 5 to 10 nm takes away about 14 nm. An error of one degree in the angle changes the entry by about 5 nm, edges rounded to 5 nm add about 4 nm, and a tilt of 10° removes 1 to 3 nm (a tilt of 13° across the trench removes 4.6 nm). So 79 nm is the answer for the ideal shape you were given. For a real probe, a limit to within a few nanometres requires the actual tip shape to be measured.

## Values computed for the example and the checks

```
Trench width w: 50.0 nm
Apex radius R: 5.0 nm
Cone half-angle alpha: 15.0 deg
sin alpha: 0.258819
cos alpha: 0.965926
tan alpha: 0.267949
Join radius: 4.830 nm
Join height above apex: 3.706 nm
Smallest width for flank contact: 9.659 nm
Height of flank from join to edge: 75.277 nm
Entry of a perfectly sharp cone: 93.301 nm
Loss from rounded apex: 14.319 nm
Entry depth, formula: 78.983 nm
Entry depth, lowered balls: 78.983 nm
Deepest point of scan, 150 nm trench: -78.98 nm
Shallow trench depth: 60.0 nm
Tip radius at its top edge: 19.914 nm
Visible floor width, formula: 10.17 nm
Visible floor width, scan: 10.18 nm
Depth change per nm of apex radius: -2.864 nm/nm
Depth change per degree: -5.255 nm/deg
Entry at half-angle 14 deg: 84.60 nm
Entry at half-angle 16 deg: 74.05 nm
Entry with apex worn to 10 nm: 64.66 nm
Assumed tilt: 10.0 deg
Entry with tilt across trench: 76.26 nm
Entry with tilt along trench: 77.76 nm
Assumed edge radius: 5.0 nm
Gain from rounded edges: 4.34 nm
Loss when 1.0 nm off centre: 3.73 nm
Assumed load: 5.0 nN
Assumed effective modulus: 80.0 GPa
Normal force at each edge: 9.66 nN
Cone curvature radius at contact: 25.88 nm
Geometric-mean contact radius: 11.38 nm
Elastic approach, scaling estimate: 0.109 nm
Elastic approach, Hertz: 0.086 nm
Elastic sinking of apex, estimate: 0.42 nm
```
